# Wave-packet equations with Berry curvature and orbital magnetic moment

## A case that can be seen through

Hartree atomic units are used, and the electron has charge $-1$. Take a two-component electron in the plane with

$$H_0(\mathbf k)=s(\sigma_xk_x+\sigma_yk_y)+\Delta\sigma_z,\qquad \varepsilon=\sqrt{\Delta^2+s^2k^2},\qquad \Delta>0,$$

in its upper band near $k=0$. The velocity operator is $\partial H_0/\partial\mathbf k=s(\sigma_x,\sigma_y)$.

**Electric field.** A uniform field $E$ along $x$ adds the potential energy $+Ex$, so $\dot k_x=-E$; let $k_y=0$. The spin direction $\mathbf n=\langle\boldsymbol\sigma\rangle$ precesses as $\dot{\mathbf n}=2\mathbf h\times\mathbf n$ with $\mathbf h=(sk_x,0,\Delta)$. To first order in $k_x$ and $E$, $n_z=1$ and

$$\dot n_x=-2\Delta n_y,\qquad \dot n_y=2(\Delta n_x-sk_x).$$

The solution without interband oscillation has $\dot n_y=0$. Hence $n_x=sk_x/\Delta$, and the first equation gives $-sE/\Delta=-2\Delta n_y$, or $n_y=sE/(2\Delta^2)$. The velocity is

$$v_x=\frac{s^2k_x}{\Delta}=\frac{\partial\varepsilon}{\partial k_x},\qquad v_y=\frac{s^2E}{2\Delta^2}.$$

The spin follows its turning axis within the $xz$ plane but tilts out of that plane, and the tilt is a sideways velocity.

**Magnetic field.** With $B$ along $z$, replace $\mathbf k$ by $\boldsymbol\pi=\mathbf p+\mathbf A$, for which $[\pi_x,\pi_y]=-iB$. The cross terms with $\sigma_z$ cancel in the square, and $\sigma_x\sigma_y=i\sigma_z$, so

$$H^2=\Delta^2+s^2\pi^2+s^2\,i\sigma_z(-iB)=\Delta^2+s^2\pi^2+s^2B\sigma_z .$$

Near $k=0$ the upper band has $\sigma_z\simeq1$. Expanding the square root gives

$$H\simeq\Delta+\frac{s^2\pi^2}{2\Delta}+\frac{s^2B}{2\Delta}.$$

The last term has the form $-mB$ with $m=-s^2/(2\Delta)$, the energy of a magnetic moment. The theorem gives both effects for a general band.

## Setting and theorem

Let $H_0(\mathbf p,\mathbf r)$ be a periodic Hamiltonian, either $p^2/2+V(\mathbf r)$ or an effective Hamiltonian linear in $\mathbf p$, as above. Define $H_0(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}H_0e^{i\mathbf k\cdot\mathbf r}$, with $H_0(\mathbf k)|u\rangle=\varepsilon(\mathbf k)|u\rangle$ for one nondegenerate band and $\langle u|u\rangle=1$. In external potentials,

$$H=H_0(\mathbf p+\mathbf A(\mathbf r,t),\mathbf r)-\phi(\mathbf r,t),\qquad \mathbf E=-\nabla\phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .$$

Write $\partial_i=\partial/\partial k_i$ when acting on band quantities, and define

$$\boldsymbol{\mathcal A}=i\langle u|\nabla_{\mathbf k}u\rangle,\qquad \boldsymbol\Omega=\nabla_{\mathbf k}\times\boldsymbol{\mathcal A}=i\langle\nabla_{\mathbf k}u|\times|\nabla_{\mathbf k}u\rangle,$$

$$\mathbf m=-\frac i2\langle\nabla_{\mathbf k}u|\times(H_0-\varepsilon)|\nabla_{\mathbf k}u\rangle .$$

**Assumptions.**

1. The fields vary slowly over the packet; first gradients of the potentials are kept.
2. The packet stays in one band, separated from the others by a gap large compared with the mixing the fields cause.
3. Its momentum width $w$ is small on the scale over which $u(\mathbf k)$ changes, and corrections due to the width are dropped.
4. The packet has no chirp, in the sense defined in Lemma 3.

**Theorem.** Under these assumptions the centre $\mathbf x$ and the kinetic crystal momentum $\mathbf k$ obey

$$\dot{\mathbf x}=\frac{\partial\tilde\varepsilon}{\partial\mathbf k}-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad
\dot{\mathbf k}=-\mathbf E-\dot{\mathbf x}\times\mathbf B-\frac{\partial\tilde\varepsilon}{\partial\mathbf x},\qquad
\tilde\varepsilon=\varepsilon(\mathbf k)-\mathbf m(\mathbf k)\cdot\mathbf B(\mathbf x,t).$$

The proof uses the time-dependent variational principle: the action of

$$L=\langle W|\,i\tfrac{d}{dt}-H\,|W\rangle$$

is made stationary. For unrestricted normalized $W$ this gives the Schrödinger equation, up to a free overall phase. For a family of packets labelled by $\mathbf x$ and $\mathbf k$ it gives approximate equations of motion, those that make the action stationary within the family.

## The packet and its centre

Freeze the potentials at the centre:

$$H_c=H_0(\mathbf p+\mathbf A(\mathbf x,t),\mathbf r)-\phi(\mathbf x,t).$$

Since $\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)$, its eigenstates are $e^{i\mathbf q\cdot\mathbf r}u(\mathbf q+\mathbf A(\mathbf x,t))$ with energies $\varepsilon(\mathbf q+\mathbf A)-\phi$. The packet is

$$|W\rangle=\int d\mathbf q\;e^{i\mathbf q\cdot\mathbf r}\,a(\mathbf q,t)\,|u(\mathbf q+\mathbf A(\mathbf x,t))\rangle,\qquad a=|a|e^{-i\gamma},\qquad\int|a|^2d\mathbf q=1 .$$

Here $|a|^2$ is a narrow peak of fixed shape, symmetric about $\mathbf q_c$, and $\mathbf k=\mathbf q_c+\mathbf A(\mathbf x,t)$. States of different $\mathbf q$ are orthogonal, so scalar products reduce to $\int d\mathbf q$ of products of the periodic parts $a|u\rangle$. Because $\mathbf r\,e^{i\mathbf q\cdot\mathbf r}=-i\nabla_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, integration by parts makes $\mathbf r$ act on $a|u\rangle$ as $i\nabla_{\mathbf q}$; the boundary terms vanish with $a$.

**Lemma 1.** $\mathbf x=\nabla_{\mathbf q}\gamma(\mathbf q_c,t)+\boldsymbol{\mathcal A}(\mathbf k)$.

*Proof.* Differentiating the three factors $|a|$, $e^{-i\gamma}$ and $|u\rangle$ gives

$$\langle\mathbf r\rangle=\int d\mathbf q\left[i|a|\nabla|a|+|a|^2\nabla\gamma+|a|^2\boldsymbol{\mathcal A}\right].$$

The first term is $\tfrac i2\nabla|a|^2$ and integrates to zero. The narrow peak evaluates the others at $\mathbf q_c$. Requiring $\langle\mathbf r\rangle=\mathbf x$ gives the claim. ∎

**Lemma 2.** Up to a total time derivative,

$$\langle W|i\tfrac{d}{dt}|W\rangle=(\mathbf k-\mathbf A)\cdot\dot{\mathbf x}+\dot{\mathbf k}\cdot\boldsymbol{\mathcal A}(\mathbf k).$$

*Proof.* At fixed $\mathbf q$, $u$ depends on time through $\mathbf A(\mathbf x(t),t)$, whose total derivative is $\dot{\mathbf A}$. The derivative of $|a|$ drops out as in Lemma 1, leaving

$$\langle W|i\tfrac{d}{dt}|W\rangle=\partial_t\gamma(\mathbf q_c,t)+\dot{\mathbf A}\cdot\boldsymbol{\mathcal A}.$$

Along the motion, $d\gamma(\mathbf q_c,t)/dt=\partial_t\gamma+\dot{\mathbf q}_c\cdot\nabla\gamma$, and Lemma 1 gives $\nabla\gamma=\mathbf x-\boldsymbol{\mathcal A}$. Therefore

$$\partial_t\gamma+\dot{\mathbf A}\cdot\boldsymbol{\mathcal A}
=\frac{d\gamma}{dt}-\dot{\mathbf q}_c\cdot\mathbf x+(\dot{\mathbf q}_c+\dot{\mathbf A})\cdot\boldsymbol{\mathcal A}
=\frac{d}{dt}(\gamma-\mathbf q_c\cdot\mathbf x)+\mathbf q_c\cdot\dot{\mathbf x}+\dot{\mathbf k}\cdot\boldsymbol{\mathcal A}.$$

Insert $\mathbf q_c=\mathbf k-\mathbf A$. ∎

**Remark (phase freedom).** Replacing $|u\rangle$ by $e^{i\chi(\mathbf k)}|u\rangle$ changes $\boldsymbol{\mathcal A}$ to $\boldsymbol{\mathcal A}-\nabla\chi$. The Lagrangian changes by $-\dot{\mathbf k}\cdot\nabla\chi=-d\chi/dt$, which does not affect the motion, and $\boldsymbol\Omega$ is unchanged.

The lemma can be checked by carrying an explicit packet of the opening model round a closed loop of centres, where total derivatives integrate to zero. The overlaps of successive packets give a phase of $-0.6003$ rad. The integral of $(\mathbf k-\mathbf A)\cdot d\mathbf x$ is $-0.5654$ rad and that of $\boldsymbol{\mathcal A}\cdot d\mathbf k$ is $-0.0349$ rad; their sum is $-0.6003$ rad.

## The energy of the packet

**Lemma 3.** To first order in the field gradients, and without width corrections,

$$\langle W|H|W\rangle=\varepsilon(\mathbf k)-\phi(\mathbf x,t)-\mathbf m(\mathbf k)\cdot\mathbf B(\mathbf x,t).$$

*Proof.* The frozen part gives $\langle H_c\rangle=\varepsilon(\mathbf k)-\phi(\mathbf x,t)$. Let $\boldsymbol\rho=\mathbf r-\mathbf x$. The scalar potential adds $-\boldsymbol\rho\cdot\nabla\phi$, whose mean vanishes because $\langle\boldsymbol\rho\rangle=0$. For the vector potential put $\delta A_i=\rho_j\,\partial A_i/\partial x_j$, with repeated indices summed. For $p^2/2+V$,

$$\tfrac12(\mathbf p+\mathbf A_c+\delta\mathbf A)^2-\tfrac12(\mathbf p+\mathbf A_c)^2=\tfrac12(v_i\,\delta A_i+\delta A_i\,v_i)+\tfrac12\delta\mathbf A^2,\qquad \mathbf v=\mathbf p+\mathbf A_c .$$

The last term is quadratic in the gradient and is dropped; its mean is of order $B^2\langle\rho^2\rangle\sim B^2/w^2$, so it is not small for a packet that is too narrow in momentum. For a Hamiltonian linear in $\mathbf p$ the first term is the whole change. In both cases $\mathbf v$ acts on periodic parts as $\nabla_{\mathbf k}H_0(\mathbf k)$, and the energy is

$$\delta\varepsilon=\frac{\partial A_i}{\partial x_j}C_{ji},\qquad C_{ji}=\tfrac12\langle\rho_jv_i+v_i\rho_j\rangle=\mathrm{Re}\,\langle\rho_jW|v_iW\rangle .$$

Split both vectors into parts along $|u\rangle$ and orthogonal to it, with $Q=1-|u\rangle\langle u|$:

$$\rho_j:\;(i\partial_ja+a\mathcal A_j-x_ja)|u\rangle+ia\,Q|\partial_ju\rangle,\qquad
v_i:\;a\,\partial_i\varepsilon\,|u\rangle+a\,Q(\partial_iH_0)|u\rangle .$$

*Interband part.* Differentiating $(H_0-\varepsilon)|u\rangle=0$ gives

$$(\partial_iH_0-\partial_i\varepsilon)|u\rangle+(H_0-\varepsilon)|\partial_iu\rangle=0 .$$

Acting with $Q$ removes $\partial_i\varepsilon|u\rangle$ and leaves the last term unchanged, since $\langle u|(H_0-\varepsilon)=0$. So $Q(\partial_iH_0)|u\rangle=-(H_0-\varepsilon)|\partial_iu\rangle$. The factor $i$ in the bra becomes $-i$, and the product of the orthogonal parts is

$$(-i)(-1)\langle\partial_ju|(H_0-\varepsilon)|\partial_iu\rangle=i\langle\partial_ju|(H_0-\varepsilon)|\partial_iu\rangle .$$

Its real part is minus the imaginary part of the matrix element. Exchanging $i$ and $j$ conjugates that element, so

$$C_{ji}=G_{ij},\qquad G_{ij}=\mathrm{Im}\langle\partial_iu|(H_0-\varepsilon)|\partial_ju\rangle=-G_{ji}.$$

*Intraband part.* With $R_j=\partial_j\gamma+\mathcal A_j$, its real part is $\int|a|^2(R_j-x_j)\,\partial_i\varepsilon\,d\mathbf q$. Both factors are expanded about $\mathbf q_c$, where $R_j=x_j$. For an isotropic peak of variance $w^2$ the leading term is $w^2(\partial_lR_j)(\partial_l\partial_i\varepsilon)$. No chirp means that the symmetric part of $\partial_lR_j$ vanishes at the centre. The antisymmetric part is fixed by $\boldsymbol\Omega$ and cannot be removed, but it enters multiplied by $w^2$, so the whole term is a width correction and is dropped.

Since $G_{ij}$ is antisymmetric, only the antisymmetric part of the gradient, $\partial A_i/\partial x_j-\partial A_j/\partial x_i=\epsilon_{jik}B_k$, contributes:

$$\delta\varepsilon=\tfrac12\epsilon_{jik}B_kG_{ij}=-\tfrac12\epsilon_{ijk}G_{ij}B_k .$$

In the definition of $\mathbf m$ the real, symmetric part of the matrix element cancels in the cross product, so $m_k=-\tfrac i2\,\epsilon_{ijk}\,iG_{ij}=\tfrac12\epsilon_{ijk}G_{ij}$. Hence $\delta\varepsilon=-\mathbf m\cdot\mathbf B$. ∎

**Remark (meaning of the moment).** From $C_{ji}=G_{ij}$,

$$\langle(\boldsymbol\rho\times\mathbf v)_k\rangle=\epsilon_{jik}C_{ji}=-\epsilon_{ijk}G_{ij}=-2m_k,\qquad \mathbf m=-\tfrac12\langle\boldsymbol\rho\times\mathbf v\rangle .$$

This is the magnetic moment of a charge $-1$ circulating about the packet's own centre.

**Remark (width corrections are not small beside the moment).** For a state lying wholly in the band, the spread of the kinetic momentum $\mathbf k$ adds $\tfrac12(\partial_i\partial_j\varepsilon)\langle\delta k_i\delta k_j\rangle$ to the energy. In a magnetic field the spread cannot be made to vanish, because $[\pi_x,\pi_y]=-iB$ implies $\langle\delta\pi_x^2+\delta\pi_y^2\rangle\ge|B|$. In the opening model near $k=0$ the spread costs such a state at least $s^2|B|/(2\Delta)$, which equals $|mB|$. The trial packet $W$ is not exactly such a state: its periodic parts are frozen at $\mathbf A(\mathbf x)$ while $\mathbf A$ varies across the packet, so it holds a small admixture of the other band, and in this model its mean energy contains only the spread of $\mathbf q$, which has no such lower bound. The theorem describes the part of the motion governed by $\varepsilon$, $\boldsymbol\Omega$ and $\mathbf m$; it is not a complete expansion to first order in $B$ for a given packet. A comparison with exact dynamics must separate the two contributions.

## Proof of the theorem

Lemmas 2 and 3 give

$$L=(\mathbf k-\mathbf A(\mathbf x,t))\cdot\dot{\mathbf x}+\phi(\mathbf x,t)+\dot{\mathbf k}\cdot\boldsymbol{\mathcal A}(\mathbf k)-\tilde\varepsilon(\mathbf k,\mathbf x,t).$$

**Variation of $\mathbf k$.** Here $\partial L/\partial k_i=\dot x_i+\dot k_j\partial_i\mathcal A_j-\partial_i\tilde\varepsilon$ and $\frac{d}{dt}\,\partial L/\partial\dot k_i=\dot k_j\partial_j\mathcal A_i$. Equating them,

$$\dot x_i=\partial_i\tilde\varepsilon-\dot k_j(\partial_i\mathcal A_j-\partial_j\mathcal A_i)=\partial_i\tilde\varepsilon-(\dot{\mathbf k}\times\boldsymbol\Omega)_i,$$

because $\dot{\mathbf k}\times(\nabla\times\boldsymbol{\mathcal A})$ has components $\dot k_j\partial_i\mathcal A_j-\dot k_j\partial_j\mathcal A_i$.

**Variation of $\mathbf x$.** Now $\partial L/\partial\dot{\mathbf x}=\mathbf k-\mathbf A$, so

$$\dot{\mathbf k}-\partial_t\mathbf A-(\dot{\mathbf x}\cdot\nabla)\mathbf A=-\nabla(\dot{\mathbf x}\cdot\mathbf A)+\nabla\phi-\frac{\partial\tilde\varepsilon}{\partial\mathbf x},$$

where $\dot{\mathbf x}$ is held fixed under $\nabla$. Use $\nabla\phi+\partial_t\mathbf A=-\mathbf E$ and $\nabla(\dot{\mathbf x}\cdot\mathbf A)-(\dot{\mathbf x}\cdot\nabla)\mathbf A=\dot{\mathbf x}\times\mathbf B$ to obtain

$$\dot{\mathbf k}=-\mathbf E-\dot{\mathbf x}\times\mathbf B-\frac{\partial\tilde\varepsilon}{\partial\mathbf x}. \qquad ∎$$

The last term equals $+\nabla(\mathbf m\cdot\mathbf B)$, the force on a moment in a nonuniform field. The curvature acts in momentum space as the magnetic field does in position space.

**Corollary (uniform fields).** Let $\mathbf v=\partial\tilde\varepsilon/\partial\mathbf k$ and $D=1+\mathbf B\cdot\boldsymbol\Omega\neq0$. Then

$$D\dot{\mathbf x}=\mathbf v+\mathbf E\times\boldsymbol\Omega+\mathbf B(\mathbf v\cdot\boldsymbol\Omega),\qquad
D\dot{\mathbf k}=-\mathbf E-\mathbf v\times\mathbf B-\boldsymbol\Omega(\mathbf E\cdot\mathbf B).$$

*Proof.* Substituting $\dot{\mathbf k}$ into the first equation gives $\dot{\mathbf x}=\mathbf v+\mathbf E\times\boldsymbol\Omega+(\dot{\mathbf x}\times\mathbf B)\times\boldsymbol\Omega$. The double product is $\mathbf B(\dot{\mathbf x}\cdot\boldsymbol\Omega)-\dot{\mathbf x}(\mathbf B\cdot\boldsymbol\Omega)$, and $\dot{\mathbf x}\cdot\boldsymbol\Omega=\mathbf v\cdot\boldsymbol\Omega$ because $\dot{\mathbf k}\times\boldsymbol\Omega$ is perpendicular to $\boldsymbol\Omega$. Similarly, substituting $\dot{\mathbf x}$ into the second gives $\dot{\mathbf k}=-\mathbf E-\mathbf v\times\mathbf B+(\dot{\mathbf k}\times\boldsymbol\Omega)\times\mathbf B$. Its double product is $\boldsymbol\Omega(\dot{\mathbf k}\cdot\mathbf B)-\dot{\mathbf k}(\boldsymbol\Omega\cdot\mathbf B)$, with $\dot{\mathbf k}\cdot\mathbf B=-\mathbf E\cdot\mathbf B$. ∎

For $\mathbf B=0$ the anomalous velocity is $\mathbf E\times\boldsymbol\Omega$, perpendicular to the electric field.

**Remark (symmetry).** For a real spinless $H_0$, $u(-\mathbf k)$ can be taken as $u(\mathbf k)^*$. The two derivative signs cancel and the conjugation reverses imaginary parts, so $\boldsymbol\Omega$ and $\mathbf m$ are odd in $\mathbf k$. Inversion symmetry makes both even. A nondegenerate band with both symmetries has neither.

## A crystal without inversion symmetry

Take $p^2/2+V$ on a triangular lattice of constant 8.0 bohr. The potential has Fourier components $V_0e^{i\pi/6}$, with $V_0=0.050$ hartree, on the three shortest reciprocal vectors at $0^\circ$, $120^\circ$ and $240^\circ$, and the conjugate on their negatives. At nine tenths of the way to the zone corner at $30^\circ$, that is at $\mathbf k=(0.408,\,0.236)$ bohr$^{-1}$, in a basis of 37 plane waves, the lowest band has a gap of 0.105 hartree above it and

$$\Omega_z=6.585\ \text{bohr}^2,\qquad m_z=-0.203\ \text{a.u.}=-0.41\ \text{Bohr magnetons}.$$

At $-\mathbf k$ both signs are reversed.

A Bloch packet of momentum width 0.010 bohr$^{-1}$ gives the covariances $C_{xy}=0.2020$ and $C_{yx}=-0.2022$ directly. They are antisymmetric, as Lemma 3 requires, with $|C_{xy}+C_{yx}|$ about 0.1 percent of either one, and

$$m_z=-\tfrac12(0.2020+0.2022)=-0.2021\ \text{a.u.},$$

which differs from the band formula by 0.6 percent of the moment. In a field of $2.5\times10^{-4}$ a.u. (59 T) the shift is $-m_zB=0.2033\times2.5\times10^{-4}=5.08\times10^{-5}$ hartree, or 1.38 meV. This is the moment's part of the energy only. For the packet of width 0.010 bohr$^{-1}$ and $\mathbf A=(0,Bx)$, the dropped term $\tfrac12\langle\delta\mathbf A^2\rangle\approx B^2/(8w^2)=7.8\times10^{-5}$ hartree is larger at this field.

## A packet in crossed fields

Return to the opening model, now at any $\mathbf k$. Write $u=(\cos\frac\theta2,\ \sin\frac\theta2\,e^{i\alpha})$, with $\cos\theta=\Delta/\varepsilon$ and $\alpha$ the polar angle of $\mathbf k$. Then $\boldsymbol{\mathcal A}=-\sin^2\frac\theta2\,\nabla\alpha$, whose angular component is $-(1-\cos\theta)/(2k)$, and

$$\Omega_z=\frac1k\frac{d}{dk}(k\mathcal A_\alpha)=\frac1{2k}\frac{d}{dk}\frac\Delta\varepsilon=-\frac{s^2\Delta}{2\varepsilon^3}.$$

The one other band lies $2\varepsilon$ below, so $H_0-\varepsilon=-2\varepsilon$ on the orthogonal state. Since $\Omega_z=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle$ and $m_z=G_{xy}$, it follows that $m_z=\varepsilon\Omega_z$. At $k=0$, $\Omega_z=-s^2/(2\Delta^2)$ and $m_z=-s^2/(2\Delta)$. With $\dot k_x=-E$ the theorem gives $v_y=\dot k_x\Omega_z=s^2E/(2\Delta^2)$, as found at the start.

Choose $s=0.50$, $\Delta=0.10$, initial $\mathbf k=(0,0.20)$, $B=2.5\times10^{-4}$ and $E_x=-3.0\times10^{-4}$, all in atomic units. Initially $\varepsilon=0.1414$, $\Omega_z=-0.0250/(2\times0.1414^3)=-4.42$ and $m_z=0.1414\times(-4.42)=-0.625$.

Reversing the sign of $\Delta$ leaves $\varepsilon(\mathbf k)$ unchanged and reverses $\Omega_z$ and $m_z$. Half the difference of the two displacements therefore isolates their leading effect and cancels the ordinary width correction to $\varepsilon$. After 1000 a.u. a split-step integration of the Schrödinger equation with time step 0.5 a.u. gives displacements $(161.373,336.586)$ bohr for $+\Delta$ and $(161.152,339.272)$ bohr for $-\Delta$. The time-step error, 0.1 to 0.2 bohr, is nearly the same for both signs and drops out of the odd part, which is

$$\tfrac12(0.221,\,-2.686)=(0.11,\,-1.34)\ \text{bohr}.$$

| Semiclassical odd part | $x$ (bohr) | $y$ (bohr) | Deviation |
|---|---:|---:|---:|
| curvature and moment | 0.11 | −1.34 | 0.5% |
| curvature alone | 0.23 | −0.73 | 47% |
| moment alone | −0.12 | −0.61 | 57% |

The deviation is the length of the difference vector relative to the length of the quantum odd part. Both terms are needed, and here they contribute similar amounts to the $y$ displacement.

The mean of the two displacements has $y\approx338$ bohr in the quantum calculation and 339.0 bohr in the semiclassical one. The difference, about 1 bohr or 0.3 percent of the path, is comparable with the whole odd part. The dropped width corrections have this sign and size. The quantum packet has momentum width $w=0.012$ bohr$^{-1}$ and position spread $1/(2w)$, and $\mathbf A=(0,Bx)$, so initially $\langle\delta k_x^2\rangle=w^2=1.44\times10^{-4}$ and $\langle\delta k_y^2\rangle=w^2+(B/2w)^2=2.53\times10^{-4}$. For $v_y=s^2k_y/\varepsilon$ at the starting point, $\partial_x^2v_y=-s^4k_y/\varepsilon^3=-4.42$ and $\partial_y^2v_y=-3s^4\Delta^2k_y/\varepsilon^5=-6.63$. The mean velocity changes by $\tfrac12(-4.42\times1.44-6.63\times2.53)\times10^{-4}\approx-1.2\times10^{-3}$, or about $-1.2$ bohr over 1000 a.u. if these initial values are held fixed. That estimate is too large, because the derivatives shrink as $\mathbf k$ grows. Averaging semiclassical trajectories over the initial spread gives about $-0.9$ bohr. The lower-band admixture of the initial packet (weight $1.7\times10^{-4}$, moving the opposite way) adds about $-0.1$ bohr, and the time step adds another $-0.1$ bohr. The numerical check contains the main numerical checks; it does not compute the time-step error or this breakdown.

**Remark (where the equations fail).** In this model $\Omega$ and $m$ at the point of smallest gap grow as the gap closes: $|\Omega_z|=s^2/(2\Delta^2)$ and $|m_z|=s^2/(2\Delta)$ at $k=0$, while at fixed $k\neq0$ both vanish as $\Delta\to0$. The allowed packet width, of order $\Delta/s$, shrinks at the same time, while the magnetic field keeps the momentum spread at $\sqrt{|B|}$ or more. The narrow-packet assumption therefore requires $|B|\ll\Delta^2/s^2$, which is 0.04 a.u. here. An electric field must likewise turn the spin slowly compared with the interband frequency: near $k=0$ the tilt $|n_y|=s|E|/(2\Delta^2)$ has to be small. When either condition fails, the assumptions of the theorem are not met and the semiclassical equations are no longer justified.

## Table of computed values

```
CRYSTAL (triangular lattice, lowest band)
lattice constant: 8.0 bohr
potential amplitude: 0.050 hartree, phase 0.5236 rad
number of plane waves: 37
k = 0.9 K: (0.4081, 0.2356) 1/bohr
band energy: 0.02728 hartree
gap to next band: 0.10486 hartree
Berry curvature at k: 6.5853 bohr^2
Berry curvature at -k: -6.5853 bohr^2
orbital moment at k, from states: -0.20326 a.u.
orbital moment at -k: 0.20326 a.u.
orbital moment at k: -0.4065 Bohr magnetons
packet momentum width: 0.010 1/bohr
orbital moment at k, from packet: -0.20210 a.u.
covariance of x and v_y: 0.20202 a.u.
covariance of y and v_x: -0.20219 a.u.
energy shift -mB at the field B below: 5.0816e-05 hartree = 1.3828 meV
PACKET CARRIED ROUND A LOOP (Dirac band)
phase from the packet overlaps: -0.60032 rad
loop integral of (k-A).dx: -0.56542 rad
loop integral of the Berry connection: -0.03490 rad
DIRAC PACKET IN CROSSED FIELDS
speed: 0.50 a.u., mass term: 0.10 hartree
start k: (0.00, 0.20) 1/bohr
packet momentum width: 0.012 1/bohr
B: 2.50e-04 a.u. = 58.76 T
E_x: -3.00e-04 a.u. = -1.543e+08 V/m
duration: 1000 a.u.
start energy: 0.14142 hartree
start Berry curvature: -4.4194 bohr^2
start orbital moment: -0.6250 a.u.
start factor 1 + B Omega: 0.998895
final k, semiclassical, +mass: (0.2156, 0.2403) 1/bohr
displacement, quantum, +mass: (161.373, 336.586) bohr
displacement, quantum, -mass: (161.152, 339.272) bohr
displacement, semiclassical, +mass: (161.334, 337.682) bohr
displacement, semiclassical, -mass: (161.106, 340.356) bohr
even part, quantum: (161.262, 337.929) bohr
even part, semiclassical: (161.220, 339.019) bohr
odd part, quantum: (0.111, -1.343) bohr
odd part, semiclassical, full: (0.114, -1.337) bohr
odd part, curvature only: (0.234, -0.728) bohr
odd part, moment only: (-0.119, -0.609) bohr
relative miss, full: 0.53 percent
relative miss, curvature only: 46.5 percent
relative miss, moment only: 57.1 percent
```
